# Why N2 resonance peaks near 2 eV shift between vibrational channels: a program that tests the result

```python
"""
Result under test: in resonant vibrational excitation all final channels v share
the poles of one resonance Hamiltonian, but the cross-section peaks depend on v
when the ion decays in about one vibration.  A wave returning from the outer
turning point (the boomerang) interferes with the outgoing wave.

Solvable model: frequency 1, displacement strength S, constant width Gamma;
energy is measured from the lowest ion level; half_width = Gamma/2.
N2-like model: Morse curves V0 (neutral), Vr (ion), local width Gamma(R);
T_v = <v| sqrt(Gamma) [E - K - Vr + i Gamma/2]^-1 sqrt(Gamma) |0>.
Internal units are Hartree atomic units; parameters are rough and round.
"""
import numpy as np
from math import factorial, comb
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.ndimage import gaussian_filter1d
from scipy.optimize import minimize_scalar
from scipy.signal import find_peaks

# ---------- solvable displaced-oscillator model ----------
S = 1.6
size = 60
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
shifted = lower - np.sqrt(S) * np.eye(size)
oscillator = shifted.T @ shifted


def correlation(v, t, strength, width):
    z = np.exp(-1j * t)
    return ((np.sqrt(strength) * (1 - z))**v / np.sqrt(factorial(v))
            * np.exp(-strength * (1 - z) - width * t / 2))


def resolvent_column(energy, half_width):
    rhs = np.zeros(size, complex)
    rhs[0] = 1
    return np.linalg.solve((energy + 1j * half_width) * np.eye(size)
                           - oscillator, rhs)


for time in (0.7, 2.5, 5.0):
    propagated = expm(-1j * oscillator * time - 0.3 * time * np.eye(size))
    for v in range(5):
        assert abs(propagated[v, 0] - correlation(v, time, S, 0.6)) < 1e-8

nodes, weights = np.polynomial.legendre.leggauss(240)


def time_integral(v, energy, strength, width, start, stop):
    t = 0.5 * (stop - start) * nodes + 0.5 * (stop + start)
    values = np.exp(1j * energy * t) * correlation(v, t, strength, width)
    return -1j * 0.5 * (stop - start) * np.sum(weights * values)


for energy in (0.3, 1.1, 2.6):
    column = resolvent_column(energy, 0.3)
    for v in range(5):
        one_period = time_integral(v, energy, S, 0.6, 0, 2 * np.pi)
        summed = one_period / (1 - np.exp(2j*np.pi*energy - 0.6*np.pi))
        assert abs(summed - column[v]) < 1e-8


def residue(v, n):
    return sum(comb(v, j) * (-1)**j * S**(n-j) / factorial(n-j)
               for j in range(min(v, n) + 1))


half_width = 0.01
lowest_coefficients = []
for v in range(5):
    for n in (0, 1):
        found = minimize_scalar(
            lambda e: -abs(resolvent_column(e, half_width)[v])**2,
            bounds=(n - 0.005, n + 0.005), method='bounded',
            options={'xatol': 1e-11}).x
        measured = (found - n) / half_width**2
        predicted = sum(residue(v, m) / residue(v, n) / (n - m)
                        for m in range(40) if m != n)
        assert abs(measured - predicted) < 0.05
        if n == 0:
            integral = -quad(lambda z: ((1-z)**v*np.exp(S*z) - 1)/z, 0, 1)[0]
            assert abs(measured - integral) < 0.05
            lowest_coefficients.append(measured)
assert np.all(np.diff(lowest_coefficients) > 0)

# Saddle-point laws are tested where the two passes are well separated.
large_S = 8.0
pass_rows = []


def pass_ratio(v, energy, width):
    outward = time_integral(v, energy, large_S, width, 0, np.pi)
    inward = time_integral(v, energy, large_S, width, np.pi, 2 * np.pi)
    return inward / outward


for v in (4, 6, 8):
    theta = np.arccos(1 - v / (2 * large_S))
    phase = (2*np.pi*large_S - 2*large_S*theta + 2*large_S*np.sin(theta)
             - v * (np.pi - theta) - theta / 2)
    ratio = pass_ratio(v, large_S, 0)
    phase_error = np.angle(ratio * np.exp(-1j * phase))
    assert abs(phase_error) < 0.1  # next saddle-point correction
    step = 0.01
    delay = np.angle(pass_ratio(v, large_S + step, 0)
                     / pass_ratio(v, large_S - step, 0)) / (2 * step)
    assert abs(delay / (2*np.pi - 2*theta) - 1) < 0.08
    damping = abs(pass_ratio(v, large_S, 0.3))
    damping_law = np.exp(-0.3 * (np.pi - theta))
    assert abs(damping / damping_law - 1) < 0.08
    pass_rows.append((v, theta, delay, damping, damping_law, phase_error))

# ---------- N2-like local complex-potential model ----------
eV = 1 / sc.physical_constants['Hartree energy in eV'][0]
bohr_A = sc.physical_constants['Bohr radius'][0] * 1e10
time_fs = sc.physical_constants['atomic unit of time'][0] * 1e15
mass = 7 * sc.atomic_mass / sc.m_e
R0, Rr = 1.10 / bohr_A, 1.19 / bohr_A
omega0, omega_r = 0.29 * eV, 0.24 * eV
depth0, depth_r, ion_min = 12 * eV, 8 * eV, 1.9 * eV
barrier_radius, width_at_R0 = 3.0, 0.40 * eV
points = 120
R = np.linspace(0.80 / bohr_A, 2.00 / bohr_A, points)
dR = R[1] - R[0]


def morse(x, centre, frequency, depth):
    a = frequency * np.sqrt(mass / (2 * depth))
    return depth * (1 - np.exp(-a * (x - centre)))**2


def penetration(energy):
    x = barrier_radius * np.sqrt(2 * np.maximum(energy, 0))
    return x**5 / (9 + 3*x**2 + x**4)


difference = np.subtract.outer(np.arange(points), np.arange(points))
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(difference) / safe**2)
kinetic = kinetic / (2 * mass * dR**2)
V0 = morse(R, R0, omega0, depth0)
Vr = ion_min + morse(R, Rr, omega_r, depth_r)
neutral_E, chi = np.linalg.eigh(kinetic + np.diag(V0))
E0 = neutral_E[0]
vertical = ion_min + morse(R0, Rr, omega_r, depth_r)
reduced_width = width_at_R0 / penetration(vertical)
local_width = reduced_width * penetration(Vr - V0)


def build(scale):
    gamma = scale * local_width
    H = kinetic + np.diag(Vr - 0.5j * gamma)
    poles, X = np.linalg.eig(H)
    order = np.argsort(poles.real)
    poles, X = poles[order], X[:, order]
    X = X / np.sqrt(np.sum(X**2, axis=0))
    root = np.sqrt(gamma)
    strengths = ((root[:, None]*chi[:, :5]).T @ X) * (X.T @ (root*chi[:, 0]))
    return H, root, poles, strengths


def amplitudes(electron_eV, model, cutoff=None):
    gap = (electron_eV * eV + E0)[:, None] - model[2][None, :]
    factor = 1 / gap
    if cutoff is not None:
        factor = factor * (1 - np.exp(1j * gap * cutoff))
    return factor @ model[3].T


def cross_sections(electron_eV, T):
    # Two degenerate Pi components; result in 1e-16 cm2 = square angstrom.
    return (np.pi / (electron_eV * eV))[:, None] * abs(T)**2 * bohr_A**2


def peaks(x, y, fraction=0.01):
    index, _ = find_peaks(y, prominence=fraction * y.max())
    left, mid, right = y[index-1], y[index], y[index+1]
    return x[index] + 0.5*(x[1]-x[0])*(left-right)/(left-2*mid+right)


full = build(1.0)
H, root, poles, strengths = full
grid = np.arange(1.6, 3.4, 0.0005)
T_full = amplitudes(grid, full)
sigma = cross_sections(grid, T_full)
full_peaks = [peaks(grid, sigma[:, v]) for v in range(5)]


def solved_amplitudes(total_energy):
    wave = np.linalg.solve(total_energy*np.eye(points)-H, root*chi[:, 0])
    return chi.T @ (root * wave)


for electron in (1.9, 2.3, 2.9):
    solved = solved_amplitudes(electron * eV + E0)
    spectral = amplitudes(np.array([electron]), full)[0]
    assert np.max(abs(solved[:5] - spectral)) < 1e-7
    assert abs(np.sum(abs(solved)**2) + 2 * solved[0].imag) < 1e-8

# Each channel's own amplitude must reveal the same lowest complex pole.
angles = 2 * np.pi * np.arange(40) / 40
offset = 0.08 * eV * np.exp(1j * angles)
centre = poles[0] + 0.02 * eV
samples = np.array([solved_amplitudes(centre + d)[:5] for d in offset])
channel_poles = centre + ((offset**2) @ samples) / (offset @ samples)
pole_spread = np.max(abs(channel_poles - poles[0])) / eV
assert pole_spread < 1e-6

scales = (0.02, 0.25, 0.5, 1.0)
first_peaks = []
for scale in scales:
    model = build(scale)
    section = cross_sections(grid, amplitudes(grid, model))
    positions = [peaks(grid, section[:, v]) for v in range(1, 5)]
    first_peaks.append([p[0] for p in positions])
    if scale == 0.02:
        levels = (model[2].real - E0) / eV
        narrow_error = max(np.min(abs(levels - p))
                           for group in positions for p in group)
        assert narrow_error < 0.001
assert full_peaks[3][0] - full_peaks[1][0] > 0.01

period = 2 * np.pi / (poles[1].real - poles[0].real)
T_out = amplitudes(grid, full, 0.5 * period)
T_return = amplitudes(grid, full, 1.5 * period)
out_sigma = cross_sections(grid, T_out)
return_sigma = cross_sections(grid, T_return)
norm = np.linalg.norm(T_full, axis=0)
out_error = np.linalg.norm(T_out - T_full, axis=0) / norm
return_error = np.linalg.norm(T_return - T_full, axis=0) / norm
assert len(peaks(grid, out_sigma[:, 1], 0.03)) == 1
assert len(full_peaks[1]) > 1
assert np.all(return_error[1:] < 0.5 * out_error[1:])
assert np.all(return_error[1:] < 0.2)

# ---------- size of neglected effects and plasma use ----------
coarse = np.arange(1.6, 3.2, 0.004)
nonlocal_T = []
for electron in coarse:
    total = electron * eV + E0
    widths = reduced_width * penetration(total - neutral_E)
    operator = (chi * widths) @ chi.T
    matrix = total*np.eye(points) - kinetic - np.diag(Vr) + 0.5j*operator
    wave = np.linalg.solve(matrix, chi[:, 0] * np.sqrt(widths[0]))
    nonlocal_T.append(np.sqrt(widths[:5]) * (chi[:, :5].T @ wave))
nonlocal_sigma = cross_sections(coarse, np.array(nonlocal_T))
nonlocal_peaks = [peaks(coarse, nonlocal_sigma[:, v]) for v in range(1, 5)]
assert nonlocal_peaks[2][0] > nonlocal_peaks[0][0]

gas_T = 300.0
kT = sc.k * gas_T / sc.e
B0, Br = 1/(2*mass*R0**2)/eV, 1/(2*mass*Rr**2)/eV
J = max(0, round(np.sqrt(kT / (2 * B0)) - 0.5))
rotation_shift = (Br - B0) * J * (J + 1)
rotation_change = B0 * ((J + 2)*(J + 3) - J*(J + 1))
doppler = np.sqrt(2 * 2.3 * kT * sc.m_e / (28 * sc.atomic_mass))
hot_fraction = np.exp(-(neutral_E[1] - E0) / eV / kT)
rate_grid = np.arange(1.0, 5.0, 0.002)
rate_sigma = cross_sections(rate_grid, amplitudes(rate_grid, full))[:, 1]
smooth_sigma = gaussian_filter1d(rate_sigma, 0.12 / 0.002, mode='nearest')
electron_T = 1.0


def rate(section):
    speed = np.sqrt(2 * rate_grid * sc.e / sc.m_e) * 100
    distribution = (2/np.sqrt(np.pi) * electron_T**-1.5
                    * np.sqrt(rate_grid) * np.exp(-rate_grid/electron_T))
    return np.trapezoid(section*1e-16*speed*distribution, rate_grid) \
        if hasattr(np, 'trapezoid') else \
        np.trapz(section*1e-16*speed*distribution, rate_grid)


rate_full, rate_smooth = rate(rate_sigma), rate(smooth_sigma)


def show(values, digits=3):
    return ' '.join(f'{x:.{digits}f}' for x in values)


print(f'Solvable model: S = {S}, test Gamma/omega = {2*half_width}')
print('Lowest-peak shift / (Gamma^2/4 omega), v=0..4:',
      show(lowest_coefficients))
print(f'Separated-pass test: S = {large_S}, Gamma/omega = 0.3 for damping')
for v, theta, delay, damping, law, error in pass_rows:
    print(f'v={v}: theta {theta:.3f} rad, delay*omega {delay:.3f} '
          f'(law {2*np.pi-2*theta:.3f}),')
    print(f'  return/out {damping:.3f} (law {law:.3f}), '
          f'phase error {error:.3f} rad')
print(f'N2-like inputs: reduced mass 7 u; R0 {R0*bohr_A:.2f}, '
      f'Rr {Rr*bohr_A:.2f} angstrom')
print(f'Quanta neutral, ion: {omega0/eV:.2f}, {omega_r/eV:.2f} eV; '
      f'ion minimum {ion_min/eV:.2f} eV')
print(f'Morse depths neutral, ion: {depth0/eV:.1f}, {depth_r/eV:.1f} eV')
print(f'Barrier radius {barrier_radius*bohr_A:.3f} angstrom; '
      f'reduced width {reduced_width/eV:.3f} eV')
width_at_Rr = reduced_width*penetration(ion_min-morse(Rr, R0, omega0, depth0))
print(f'Vertical gap at R0 {vertical/eV:.3f} eV; width at R0, Rr '
      f'{width_at_R0/eV:.3f}, {width_at_Rr/eV:.3f} eV')
print('Ion levels above N2(v=0), n=0..4 (eV):',
      show((poles[:5].real-E0)/eV))
print('Ion level widths, n=0..4 (eV):', show(-2*poles[:5].imag/eV))
print('Ion lifetimes, n=0..4 (fs):', show(-time_fs/(2*poles[:5].imag), 2))
print(f'Vibrational period {period*time_fs:.2f} fs; amplitude left '
      f'after it, n=0,1: {show(np.exp(poles[:2].imag*period))}')
print(f'Largest channel difference in lowest pole: {pole_spread:.1e} eV')
for v in range(1, 5):
    print(f'v={v} peaks (eV): {show(full_peaks[v])}')
    print(f'  sizes (1e-16 cm2): '
          f'{show(np.interp(full_peaks[v], grid, sigma[:, v]))}')
for scale, positions in zip(scales, first_peaks):
    print(f'Width scale {scale:.2f}: first peaks v=1..4 (eV): '
          f'{show(positions, 4)}')
print(f'Narrow-width peaks: largest distance from levels '
      f'{narrow_error*1000:.4f} meV')
for v in range(1, 5):
    print(f'v={v} outward only, peaks (eV): '
          f'{show(peaks(grid, out_sigma[:, v], 0.03))}')
    print(f'  with one return (eV): {show(peaks(grid, return_sigma[:, v]))}')
print('Amplitude error, outward only, v=1..4:', show(out_error[1:]))
print('Amplitude error, one return, v=1..4:', show(return_error[1:]))
for v, positions in enumerate(nonlocal_peaks, 1):
    print(f'Nonlocal width, v={v} peaks (eV): {show(positions)}')
print(f'Gas {gas_T:.0f} K: J={J}, rotational level shift '
      f'{rotation_shift*1000:.2f} meV')
print(f'  J to J+2 energy {rotation_change*1000:.2f} meV; thermal-motion '
      f'spread at 2.3 eV {doppler*1000:.2f} meV')
print(f'  N2(v=1)/N2(v=0) population {hot_fraction:.2e}')
print(f'v=1 rate, Te {electron_T:.1f} eV, 1-5 eV: {rate_full:.3e} cm3/s')
print(f'  change after 0.12 eV smoothing: '
      f'{100*(rate_smooth/rate_full-1):.2f} percent')
print('all tests passed')
```

Running it gives:

```
Solvable model: S = 1.6, test Gamma/omega = 0.02
Lowest-peak shift / (Gamma^2/4 omega), v=0..4: -2.553 -0.087 0.832 1.356 1.714
Separated-pass test: S = 8.0, Gamma/omega = 0.3 for damping
v=4: theta 0.723 rad, delay*omega 4.767 (law 4.838),
  return/out 0.489 (law 0.484), phase error -0.028 rad
v=6: theta 0.896 rad, delay*omega 4.443 (law 4.492),
  return/out 0.514 (law 0.510), phase error -0.023 rad
v=8: theta 1.047 rad, delay*omega 4.153 (law 4.189),
  return/out 0.536 (law 0.533), phase error -0.021 rad
N2-like inputs: reduced mass 7 u; R0 1.10, Rr 1.19 angstrom
Quanta neutral, ion: 0.29, 0.24 eV; ion minimum 1.90 eV
Morse depths neutral, ion: 12.0, 8.0 eV
Barrier radius 1.588 angstrom; reduced width 2.069 eV
Vertical gap at R0 2.389 eV; width at R0, Rr 0.400, 0.143 eV
Ion levels above N2(v=0), n=0..4 (eV): 1.880 2.116 2.349 2.578 2.803
Ion level widths, n=0..4 (eV): 0.145 0.149 0.153 0.157 0.161
Ion lifetimes, n=0..4 (fs): 4.54 4.42 4.30 4.19 4.09
Vibrational period 17.51 fs; amplitude left after it, n=0,1: 0.146 0.138
Largest channel difference in lowest pole: 9.9e-15 eV
v=1 peaks (eV): 1.880 2.157 2.524 2.784 3.026 3.260
  sizes (1e-16 cm2): 5.307 6.029 4.736 3.995 2.475 1.332
v=2 peaks (eV): 1.903 2.337 2.608 2.933 3.211
  sizes (1e-16 cm2): 3.252 4.532 2.742 1.205 0.798
v=3 peaks (eV): 2.102 2.417 2.793 3.057 3.351
  sizes (1e-16 cm2): 2.920 1.851 1.614 0.715 0.269
v=4 peaks (eV): 2.131 2.585 2.959 3.239
  sizes (1e-16 cm2): 2.114 1.649 0.598 0.375
Width scale 0.02: first peaks v=1..4 (eV): 1.8750 1.8750 1.8750 1.8750
Width scale 0.25: first peaks v=1..4 (eV): 1.8753 1.8768 1.8778 1.8787
Width scale 0.50: first peaks v=1..4 (eV): 1.8762 1.8821 1.8869 1.8919
Width scale 1.00: first peaks v=1..4 (eV): 1.8796 1.9030 2.1018 2.1305
Narrow-width peaks: largest distance from levels 0.1446 meV
v=1 outward only, peaks (eV): 2.209
  with one return (eV): 1.884 2.175 2.510 2.777 3.025 3.262
v=2 outward only, peaks (eV): 2.152
  with one return (eV): 1.926 2.329 2.620 2.930 3.201
v=3 outward only, peaks (eV): 2.221
  with one return (eV): 2.096 2.452 2.788 3.065 3.354
v=4 outward only, peaks (eV): 2.323
  with one return (eV): 2.150 2.586 2.941 3.236
Amplitude error, outward only, v=1..4: 0.375 0.477 0.550 0.604
Amplitude error, one return, v=1..4: 0.047 0.060 0.068 0.073
Nonlocal width, v=1 peaks (eV): 1.871 2.151 2.521 2.777 3.017
Nonlocal width, v=2 peaks (eV): 1.897 2.330 2.603 2.938
Nonlocal width, v=3 peaks (eV): 2.095 2.449 2.786 3.052
Nonlocal width, v=4 peaks (eV): 2.123 2.578 2.961
Gas 300 K: J=7, rotational level shift -2.01 meV
  J to J+2 energy 8.39 meV; thermal-motion spread at 2.3 eV 1.53 meV
  N2(v=1)/N2(v=0) population 1.54e-05
v=1 rate, Te 1.0 eV, 1-5 eV: 6.032e-09 cm3/s
  change after 0.12 eV smoothing: 0.09 percent
all tests passed
```
